\section*{Broadening of a Rectangular Line Scanned by a Spherical Probe Tip}

\section{The situation}

A probe microscope measures a narrow resist line by drawing a tip across it and recording the tip's height. If the tip ends in a sphere about as large as the line, the sphere meets the line's upper edge while its lowest point is still well to the side. The tip must then begin to climb before it is above the line. The image therefore has a wider base than the line, and the excess has to be known before a linewidth can be quoted.

Let the line have a flat top of width $w$, height $h$, vertical walls and sharp upper edges. It is long and straight, stands alone on a flat floor, and is scanned at right angles. The tip ends in a sphere of radius $R\ge h$. Tip and sample are rigid. The recorded height $z$ is that of the tip's lowest point above the floor, plotted at the horizontal position of the sphere's centre. The apparent base width is then
\begin{equation}
W_0=w+2s,\qquad s=\sqrt{2Rh-h^2},
\label{main}
\end{equation}
provided that the spherical part of the tip reaches up to the line's upper edge. This last condition is stricter than $h<R$ for a conical tip, as shown below. The length $s$ is called the reach: it is the distance from the upper edge to the place where the image meets the floor.

\section{The contact rule}

Let $x$ run across the line and $y$ along it. At horizontal offsets $u$ and $v$ from its centre, the lower surface of the sphere lies above its lowest point by
\begin{equation}
t(u,v)=R-\sqrt{R^2-u^2-v^2},\qquad u^2+v^2\le R^2 .
\end{equation}
With the tip at $x_0$ and height $z$, its surface above a sample point $x$ is at $z+t$. It must not lie below the sample surface $S(x)$, so $z\ge S(x)-t$ at every point. The tip rests at the smallest height that satisfies all these conditions, which is the largest of the right-hand sides.

For a long straight line $S$ does not depend on $y$. At fixed $u$, $t(u,v)$ is smallest at $v=0$, so the strictest condition lies in the vertical plane through the sphere's centre. Writing $t(u)=t(u,0)$,
\begin{equation}
z(x_0)=\max_x\,[\,S(x)-t(x-x_0)\,].
\label{contact}
\end{equation}

This rule can be applied directly to sampled surfaces. The last sample on the line's top must then coincide with the edge: if it lies a distance $\epsilon$ inside, the computed flank is shifted inward by $\epsilon$, because that sample has become the contact point.

\section{Image of the line}

When the centre is above the line, the point directly below it gives $z=h$. Now place the centre a distance $d>0$ outside an upper edge. All points of the top have height $h$, and $t$ grows with horizontal distance, so the nearest one, the edge itself, is the strictest. Points lower on the vertical wall have the same offset but less height and do not matter. The floor requires $z\ge0$. While the edge is the contact point,
\begin{equation}
z(d)=h-t(d)=h-R+\sqrt{R^2-d^2}.
\label{flank}
\end{equation}

The image reaches the floor when $z=0$, that is, when $\sqrt{R^2-d^2}=R-h$. The left side is not negative, so a solution requires $h\le R$. Squaring gives
\begin{align}
d^2&=R^2-(R-h)^2\\
&=R^2-R^2+2Rh-h^2=2Rh-h^2=s^2 .
\end{align}
The same distance is added on both sides of the line, which proves (\ref{main}).

At another level $0\le z\le h$, equation (\ref{flank}) gives $\sqrt{R^2-d^2}=R-(h-z)$. The algebra is the same with $h$ replaced by $h-z$:
\begin{align}
d^2&=2R(h-z)-(h-z)^2=(h-z)(2R-h+z),\\
W(z)&=w+2\sqrt{(h-z)(2R-h+z)} .
\label{level}
\end{align}
At $z=h$ the width is $w$: the top is not broadened. A stated width therefore needs a stated level.

\subsection{Low and tall lines}

Factoring the broadening gives
\begin{equation}
2s=2\sqrt{2Rh}\,\sqrt{1-\frac{h}{2R}}
\simeq 2\sqrt{2Rh}\left(1-\frac{h}{4R}\right),\qquad h\ll R .
\end{equation}
The leading term grows as the square root of the height, so even a low step is broadened noticeably. At $h=R$ the full expression gives $2s=2R$.

For $h>R$ the result depends on what is above the sphere. With a straight cylindrical shank of radius $R$, the edge meets the shank at $d=R$. The image drops there from $h-R$ to zero, and the reach stays at $R$. Equation (\ref{main}) would wrongly make it shrink. For $R=30$ nm and $h=40$ nm the contact rule gives 30.00 nm, while the misused formula gives 28.28 nm. The formula gives the same value for $h=20$ nm, because $2Rh-h^2=h(2R-h)$ is unchanged when $h$ is replaced by $2R-h$.

\subsection{Conical tips}

Let a cone of half-angle $\alpha$ join the sphere smoothly. The slope of the sphere is
\begin{equation}
\frac{dt}{du}=\frac{u}{\sqrt{R^2-u^2}},
\end{equation}
and that of the cone face is $\cot\alpha$. They agree at $u=R\cos\alpha$, where $t=R(1-\sin\alpha)$. Equation (\ref{main}) therefore requires
\begin{equation}
h\le R(1-\sin\alpha).
\label{cap}
\end{equation}
For a taller line the face touches the edge. Its height is $t=R(1-\sin\alpha)+(u-R\cos\alpha)\cot\alpha$. Setting $t=h$ and solving for $u$ gives the reach
\begin{equation}
s_\alpha=R\cos\alpha+[h-R(1-\sin\alpha)]\tan\alpha .
\label{cone}
\end{equation}

\section{Worked example}

Take $R=30$ nm, $h=20$ nm, $w=40$ nm and $\alpha=15^\circ$. The spherical cap is $30(1-\sin15^\circ)=22.24$ nm high, so condition (\ref{cap}) holds. Then
\begin{align}
s&=\sqrt{2(30)(20)-20^2}\ \text{nm}=\sqrt{800}\ \text{nm}=28.28\ \text{nm},\\
2s&=56.57\ \text{nm},\\
W_0&=40+56.57=96.57\ \text{nm}=0.0966\ \mu\text{m}.
\end{align}
A direct search for the maximum in (\ref{contact}), with the surface sampled every 0.01 nm, gives a reach of 28.2843 nm, equal to the formula to the digits printed.

At half height, $z=10$ nm, equation (\ref{level}) gives $40+2\sqrt{10\times50}=84.72$ nm. The low-line estimate $2\sqrt{2Rh}$ gives a broadening of 69.28 nm, which is 22\% above the full value; here $h/R$ is not small.

\section{What the image hides}

\subsection{Side walls}

Differentiating (\ref{flank}) gives $dz/dd=-d/\sqrt{R^2-d^2}$. At $d=s$ the root equals $R-h$, so the flank meets the floor at an angle $\theta$ with
\begin{equation}
\tan\theta=\frac{s}{R-h},\qquad \cos\theta=1-\frac hR,\qquad \sin\theta=\frac sR .
\end{equation}
The three forms agree because $s$ and $R-h$ are the legs of a right triangle with hypotenuse $R$. In the example $\theta=70.53^\circ$.

Now let the walls slope outward from the upper edge at an angle $\beta$ to the floor. When the sphere rests on the floor and touches the edge, its tangent there is inclined at $\theta$. If $\beta\ge\theta$, the wall falls away below this tangent while the sphere lies above it. The wall is not touched and the reach remains $s$.

Subtracting $2s$ therefore returns the top width, not the foot width. With $85^\circ$ walls the true foot width in the example is $40+2(20)\cot85^\circ=43.50$ nm, yet the corrected image gives 40 nm.

If $\beta<\theta$, the sphere touches both floor and wall. The open angle between them is $\pi-\beta$, and the sphere's centre lies on its bisector. If the floor contact is a distance $\ell$ from the foot, then
\begin{equation}
\frac R\ell=\tan\frac{\pi-\beta}{2}=\cot\frac\beta2,
\qquad \ell=R\tan\frac\beta2 .
\end{equation}
The wall contact is also a distance $\ell$ from the foot. It lies on the wall if $\ell\le h/\sin\beta$. Using $\sin\beta=2\sin(\beta/2)\cos(\beta/2)$, this becomes $2R\sin^2(\beta/2)=R(1-\cos\beta)\le h$, which is the condition $\beta\le\theta$ again. The foot is $h\cot\beta$ outside the upper edge, so the reach is
\begin{equation}
s_\beta=h\cot\beta+R\tan\frac{\beta}{2}.
\end{equation}
For $\beta=60^\circ$ it is 28.87 nm, slightly more than $s$.

\subsection{Cross-section area}

The area added by the two flanks is
\begin{align}
Q&=2\int_0^s\left[h-R+\sqrt{R^2-x^2}\right]dx\\
&=-2(R-h)s+\left[x\sqrt{R^2-x^2}+R^2\arcsin\frac xR\right]_0^s\\
&=-2(R-h)s+s(R-h)+R^2\theta\\
&=R^2\theta-(R-h)s ,
\end{align}
with $\theta$ in radians. This is the area of a circular segment of height $h$. In the example $Q=825$ nm$^2$, while the true section is $wh=800$ nm$^2$. An uncorrected image thus gives 1625 nm$^2$, about twice the true area.

\subsection{Neighbouring lines}

Consider a gap $g$ between two equal lines. If $g\ge2s$, the tip reaches the floor and the flat floor in the image has width $g-2s$. If $g<2s$, the image is lowest in the middle of the gap, since any other position brings the tip closer to one edge. There $d=g/2$, and
\begin{equation}
z_{\min}=h-R+\sqrt{R^2-\frac{g^2}{4}} .
\end{equation}
For $g=40$ nm this is $20-30+\sqrt{900-400}=12.36$ nm. The image shows a trench 7.64 nm deep instead of 20 nm. Its lowest level must not be used as the floor when $h$ is determined.

\section{Calibration and sensitivity}

A reference line of known width and height gives the broadening $B=W_0-w=2s$. From $B^2/4=2Rh-h^2$,
\begin{equation}
R=\frac{B^2/4+h^2}{2h}.
\label{inverse}
\end{equation}
The example returns $(800+400)/40=30$ nm. The reference line must have walls steep enough not to be touched by the tip, and sharp upper edges: with 5 nm rounding, the same line would return 27.7 nm. Equation (\ref{inverse}) also gives $R-h=(B^2/4-h^2)/(2h)$, so a result with $B<2h$ contradicts the assumption $h\le R$ and must be rejected.

For a conical tip the reference line needs a stricter check, because (\ref{inverse}) holds only if the sphere, not the cone face, touches the edge. The tip profile is convex and starts at $t(0)=0$, so $t/u$ grows with $u$. At the join it equals $(1-\sin\alpha)/\cos\alpha$. The edge is touched at $t=h$ and $u=B/2$, so it lies on the sphere only if
\begin{equation}
\frac{2h}{B}\le\frac{1-\sin\alpha}{\cos\alpha}.
\label{refcheck}
\end{equation}
For $\alpha=0$ this is $B\ge2h$ again.

If the reference and the unknown line have the same height, edge shape and wall slope, and the tip has not changed, the measured $B$ can be subtracted directly. No value of $R$ is then needed.

Differentiating $B=2\sqrt{2Rh-h^2}$ gives
\begin{align}
\frac{\partial B}{\partial R}&=2\,\frac{2h}{2s}=\frac{2h}{s},\\
\frac{\partial B}{\partial h}&=2\,\frac{2R-2h}{2s}=\frac{2(R-h)}{s}.
\end{align}
The values here are 1.414 and 0.707 nm per nm. A true radius 2 nm larger than assumed changes the width by 2.76 nm. The linear estimate, $2\times1.414=2.83$ nm, is slightly larger because $s$ grows less than linearly with $R$.

\section{Effects outside the basic model}

Each effect below is evaluated separately, with the other example parameters held fixed. Changes are relative to $W_0=96.57$ nm.

\paragraph{Rounded edges.} Let the upper edges have radius $r\le h$, with the outer walls unchanged. The centre of the rounding is $r$ inside the wall and at height $h-r$. The sphere on the floor has its centre at height $R$, and at contact the two centres are $R+r$ apart. If the reach is $s_r$,
\begin{align}
(s_r+r)^2&=(R+r)^2-(R+r-h)^2=2(R+r)h-h^2,\\
s_r&=\sqrt{2(R+r)h-h^2}-r .
\end{align}
For $r=5$ nm the width changes by $2(s_r-s)=-3.32$ nm.

\paragraph{Rough edges.} A top point at horizontal distance $\rho$ lifts the tip off the floor if $t(\rho)<h$, that is, if $\rho<s$. In plan view the apparent outline is therefore the true top outline widened by a disc of radius $s$. An edge displaced by $e(y)$ appears at
\begin{equation}
e'(y_0)=\max_y\left[e(y)+\sqrt{s^2-(y-y_0)^2}\right]\ge e(y_0)+s .
\end{equation}
The inequality follows by taking $y=y_0$. Roughness thus cannot reduce the mean reach in this model. A sinusoidal edge of amplitude 1.5 nm and period 40 nm adds 0.78 nm to the mean width, counting both sides.

\paragraph{Tip lean and scan direction.} A $10^\circ$ lean in the scan plane turns one cone face to $25^\circ$ from the vertical. The cap on that side is then 17.32 nm high, less than $h$, and (\ref{cone}) with $\alpha=25^\circ$ adds 0.15 nm. The other face becomes steeper and adds nothing. A scan at an angle $\varphi$ to the perpendicular lengthens the path across the image by $1/\cos\varphi$; for $5^\circ$ this adds 0.37 nm.

\paragraph{Reading level.} If the base is read 1 nm above the floor, (\ref{level}) gives a change of $-0.75$ nm.

\paragraph{Elastic sinking.} Consider a stiff sphere pressed into a flat elastic half-space with Young modulus $E$, Poisson ratio $\nu$ and $E^*=E/(1-\nu^2)$. The starting point is the linear-elastic surface displacement $F/(\pi E^*\rho)$ at distance $\rho$ from a normal point force $F$. Try the pressure $p=p_0\sqrt{1-r'^2/a^2}$ within a contact circle of radius $a$. To find the displacement at radius $r$, integrate along chords through that point. The area element contains a factor $\rho$, which cancels the $1/\rho$. A chord at angle $\phi$ to the radius has half-length $c$, with $c^2=a^2-r^2\sin^2\phi$, and the pressure integrated along it is $\pi p_0c^2/(2a)$. Hence
\begin{equation}
u(r)=\frac{p_0}{2aE^*}\int_0^\pi(a^2-r^2\sin^2\phi)\,d\phi
=\frac{\pi p_0}{4aE^*}(2a^2-r^2).
\end{equation}
Near its lowest point the sphere requires $u=\delta-r^2/(2R)$. Comparing coefficients gives $p_0=2E^*a/(\pi R)$ and $\delta=a^2/R$. The total load is
\begin{equation}
F=\int_0^a 2\pi r\,p\,dr=\frac{2\pi p_0a^2}{3}=\frac{4E^*a^3}{3R},
\qquad
\delta=\left(\frac{9F^2}{16RE^{*2}}\right)^{1/3}.
\end{equation}
Take $F=20$ nN, including adhesion, with $E=3$ GPa and $\nu=0.35$. Then $E^*=3.42$ GPa, $\delta=0.86$ nm and $a=5.09$ nm. These values are for a half-space. In a wide resist film only 20 nm thick, bonded to a stiff substrate, the sinking would be somewhat smaller, so they indicate only the size of the effect. If the upper edge merely sank by the same $\delta$, replacing $h$ by $h-\delta$ in $s$ would change the width by $-0.64$ nm. This understates the effect at the base of the image. There the edge touches the sphere on a face inclined at about $\theta$, so without friction a normal force $N$ lifts the tip only with its vertical part $N\cos\theta$. To raise the tip off a stiff floor against the load $F$, the edge must supply $N\simeq F/\cos\theta=3F$, and it is pushed mainly sideways. As a rough elastic estimate, a load of $3F$ in the flat-top formula gives a sinking of 1.79 nm along the contact normal. This shortens each reach by about $1.79R/s=1.90$ nm. The flat-top formula assumes material on all sides of the contact, whereas an edge is unsupported on one side and gives way more easily. The figure is therefore a low estimate, and the loss of width at this load is at least about 4 nm. The elastic formula also has a limit: the peak pressure here is $p_0=0.37$ GPa, whereas a polymer with a yield stress near 0.1 GPa begins to yield under a sphere at a peak pressure of about 0.17 GPa. Since $p_0\propto F^{1/3}$, the flat top stays below this limit only for loads up to about 2 nN with this tip. The edge carries up to about three times the load with less support, so it still deforms noticeably at such a load. A linewidth measurement on resist therefore needs a much smaller load than 20 nN, and the edge deformation that remains must be allowed for.

\section{Use on real resist lines}

The example height is comparable with that of a thin resist film in advanced lithography, and the elastic constants above are rough values for a glassy polymer. The 30 nm radius is large for a new sharp silicon tip, whose radius is roughly 10 nm; it represents a worn or coated one. With a new tip this 20 nm line would be taller than $R$, and (\ref{cone}) would replace (\ref{main}). Real resist edges are rounded, and among the geometric changes to $W_0$ sized here the assumed 5 nm rounding is the largest: $-3.32$ nm, or about 6\% of the broadening. The assumed 2 nm radius error comes next, at about 5\%. Dense patterns can break the isolation assumption: where the spherical part of the tip touches the edges and the gap is narrower than $2s$, trench depth is lost as found above. At the 20 nN load of the example, deformation of the edge by the contact force exceeds each of these changes; it becomes minor only if the load is kept much smaller. Lateral bending of the line, feedback lag and permanent damage are not included.

For an isolated line whose walls are at least as steep as the tip surface touching the upper edge, the correction is applied in this order:
\begin{enumerate}
\item Measure $h$ from a floor region that the tip reaches.
\item Obtain $R$ from (\ref{inverse}) on a reference line with sharp edges and with walls at least as steep as the tip surface touching its own upper edge, and check (\ref{refcheck}) there, with any lean added to $\alpha$.
\item Check (\ref{cap}) on each side of the line to be measured. For a lean smaller than $\alpha$ in the scan plane, add the lean to $\alpha$ for the face turned away from the vertical and subtract it for the other face. Where the check fails, use (\ref{cone}) with the angle for that side.
\item Subtract the reach on both sides from the width read at floor level, or use (\ref{level}) for a higher reading level where the sphere is the contact surface.
\item Report the result as a top width, with the uncertainties from $R$, $h$ and edge rounding.
\end{enumerate}
The numerical output lists the main values used here. Most of the others follow from the formulas above; the yield limit and the typical tip radius are outside values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Tip radius R: 30.0 nm
Line height h: 20.0 nm
Line top width w: 40.0 nm
Cone half-angle: 15.0 deg
Height of spherical cap: 22.24 nm
2Rh - h^2: 800.0 nm^2
Reach s, formula: 28.2843 nm
Reach s, contact search: 28.2843 nm
Broadening 2s: 56.57 nm
Apparent base width: 96.57 nm
Apparent base width: 0.0966 um
Apparent width at half height: 84.72 nm
Small-height estimate 2 sqrt(2Rh): 69.28 nm
Tall line height for failure test: 40.0 nm
Tall line reach, contact search: 30.00 nm
Tall line reach, misused formula: 28.28 nm
Image flank angle at floor: 70.53 deg
Foot width with 85 deg walls: 43.50 nm
Reach with 60 deg walls: 28.87 nm
True cross-section area: 800.0 nm^2
False added area: 825.0 nm^2
Image area, contact search: 1625.0 nm^2
Gap between lines: 40.0 nm
Apparent floor height in gap: 12.36 nm
Radius recovered from known line: 30.000 nm
Broadening change per tip radius: 1.414 nm/nm
Broadening change per line height: 0.707 nm/nm
Assumed radius error: 2.0 nm
Width change, radius error: 2.76 nm
Assumed edge rounding radius: 5.0 nm
Width change, edge rounding: -3.32 nm
Assumed roughness amplitude: 1.5 nm
Assumed roughness period: 40.0 nm
Mean width change, roughness: 0.78 nm
Assumed tip lean: 10.0 deg
Spherical cap height on leaning side: 17.32 nm
Width change, tip lean: 0.15 nm
Assumed scan obliquity: 5.0 deg
Width change, oblique scan: 0.37 nm
Assumed reading level above floor: 1.0 nm
Width change, reading level: -0.75 nm
Assumed total contact load: 20.0 nN
Assumed resist Young modulus: 3.0 GPa
Assumed resist Poisson ratio: 0.35 (no unit)
Effective modulus: 3.42 GPa
Elastic sinking on flat top: 0.86 nm
Contact radius on flat top: 5.09 nm
Width change, elastic sinking: -0.64 nm
\end{verbatim}
